# Exchange-driven dimerization and switchable polarization in an ionic spin-Peierls chain

A chain along $x$ has one electron per site. High-energy sites A (energy $+\Delta/2$) alternate with low-energy sites B (energy $-\Delta/2$), with $\Delta>0$. Two electrons on one site cost an extra $U>\Delta$. Neighbouring sites are connected by hopping much smaller than $U-\Delta$, so the chain is a Mott insulator. The cores carry charge $1+z$ on A and $1-z$ on B. With one electron on each site, the site charges are then $+z$ and $-z$.

In the uniform chain the spacing is $d$ and the cell length $2d$. Dimerization moves each A by $+u/2$ and each B by $-u/2$. Bond $r$ has A on its left, and bond $l$ has B on its left:

$$d_r=d-u,\quad d_l=d+u,\quad t_r=te^{\beta u},\quad t_l=te^{-\beta u},\quad \beta>0 .$$

Thus $u>0$ makes the A–B bonds short, and $u<0$ makes the B–A bonds short. The algebra uses atomic units, in which the electron has charge $-1$. The lattice is classical, and temperature is zero unless stated.

## (a) Which spin Hamiltonian follows from virtual hopping?

**Solution.** Consider one bond with hopping $t_b$. The singlet is

$$|s\rangle=\frac{1}{\sqrt2}\left(c^\dagger_{A\uparrow}c^\dagger_{B\downarrow}-c^\dagger_{A\downarrow}c^\dagger_{B\uparrow}\right)|0\rangle .$$

Moving the A electron to B turns the first term into $c^\dagger_{B\uparrow}c^\dagger_{B\downarrow}|0\rangle$. The second becomes $-c^\dagger_{B\downarrow}c^\dagger_{B\uparrow}|0\rangle$, which is the same state because the operators anticommute. The two contributions add, and the matrix element is $-\sqrt2\,t_b$. In the triplet with zero spin projection the relative sign is opposite and they cancel. Parallel spins are blocked by the Pauli principle.

The singly occupied bond has site energy $\Delta/2-\Delta/2=0$. Double occupation costs $U-\Delta$ on B and $U+\Delta$ on A. Second-order perturbation theory lowers the singlet by

$$J_b=\frac{2t_b^2}{U-\Delta}+\frac{2t_b^2}{U+\Delta}=\frac{4t_b^2U}{U^2-\Delta^2}.$$

The operator $\tfrac14-\mathbf S_i\cdot\mathbf S_j$ equals 1 in a singlet and 0 in a triplet. At second order, a hop must be undone on the same bond to restore single occupation, so the bonds contribute separately:

$$H=-\sum_b J_b\left(\tfrac14-\mathbf S_i\cdot\mathbf S_j\right)_b .$$

Let $P_b$ be the ground-state average of the bracket, the singlet weight of bond $b$. The magnetic energy per cell is $-J_rP_r-J_lP_l$.

## (b) How much charge crosses each bond?

**Solution.** To first order in hopping, the amplitude of an admixed configuration is its matrix element divided by its energy cost, up to sign. The probability of double occupation on B through bond $b$ is therefore $2t_b^2P_b/(U-\Delta)^2$, and that on A is $2t_b^2P_b/(U+\Delta)^2$. Their difference is the mean number of electrons moved from A to B:

$$q_b=2t_b^2P_b\,\frac{(U+\Delta)^2-(U-\Delta)^2}{(U^2-\Delta^2)^2}
=\frac{8t_b^2U\Delta}{(U^2-\Delta^2)^2}P_b .$$

This equals $P_b\,\partial J_b/\partial\Delta$. The transfer thus depends on the spin state through $P_b$. It vanishes when $\Delta=0$, where both directions of hopping are equally likely, and also for fully parallel spins, where $P_b=0$.

## (c) What is the cell dipole?

**Solution.** Apply a field $F$ along $x$. An electron then has potential energy $+Fx$. On bond $r$, a hop from A to B goes right and costs $U-\Delta+Fd_r$, while the reverse hop costs $U+\Delta-Fd_r$. Hence $\Delta$ is replaced by $\Delta-Fd_r$. On bond $l$, a hop from A to B goes left, and $\Delta$ is replaced by $\Delta+Fd_l$.

The static charges $\pm z$ contribute the displacement dipole

$$z\frac u2+(-z)\left(-\frac u2\right)=zu .$$

The dipole is $p=-\partial e/\partial F$, where $e$ is the energy per cell. By the Hellmann–Feynman theorem only the explicit field dependence needs differentiation, so at $F=0$

$$p=zu+P_r\frac{\partial J_r}{\partial F}+P_l\frac{\partial J_l}{\partial F}
=zu-P_rd_r\frac{\partial J_r}{\partial\Delta}+P_ld_l\frac{\partial J_l}{\partial\Delta}.$$

With the result of (b),

$$\boxed{p=zu-(q_rd_r-q_ld_l)} .$$

Polarization in a periodic crystal is defined up to a quantum. Here $p$ is measured from the uniform Mott state, $u=0$, and followed continuously while the charge gap stays open. If the chain were driven through a closing charge gap, this choice of branch would no longer be justified.

## (d) What is the sign for each dimer pattern?

**Solution.** Take $u>0$, so $J_r>J_l$. Shift the spin ground state by one site and use it as a trial state. The shift exchanges $P_r$ and $P_l$, and the trial energy cannot lie below the ground energy:

$$-J_rP_r-J_lP_l\le-J_rP_l-J_lP_r .$$

Rearrangement gives $(J_r-J_l)(P_r-P_l)\ge0$, so $P_r\ge P_l$. Also $P_r>0$: if it were zero, so would be $P_l$, and the energy would be zero, whereas singlets on all $r$ bonds already give at most $-J_r$.

The factors multiplying $P_b$ in $q_b$ scale as $t_b^2$. Therefore $q_rd_r>q_ld_l$ is guaranteed when

$$e^{2\beta u}(d-u)>e^{-2\beta u}(d+u).$$

Taking logarithms, with $\ln[(d+u)/(d-u)]=2\,\mathrm{artanh}(u/d)$, gives

$$2\beta u>\mathrm{artanh}(u/d).$$

For small $u/d$ this reads $2\beta d>1$: the growth of the hopping then outweighs the shorter transfer distance by itself. The condition is sufficient but not necessary, because any excess of $P_r$ over $P_l$ also helps.

Under this condition and for $z\le0$, both parts of $p$ have the same sign or the core part vanishes:

- short A–B bonds ($u>0$): $p<0$;
- short B–A bonds ($u<0$): $p>0$.

The second line follows from inversion about a site, which exchanges $r$ and $l$, and so reverses both $u$ and $p$. In both patterns the polarization points from B to A within the short bond, opposite to the net electron transfer.

For $z>0$ the core and transfer parts oppose each other. At fixed $u$, hopping and site energies, the sign reverses at

$$z^*=\frac{q_rd_r-q_ld_l}{u}.$$

The dimer pattern alone therefore does not fix the sign; the core charges must be known.

## (e) When does exchange cause the dimerization?

**Solution.** Let $J$ be the exchange at $u=0$. Since $J_{r,l}=Je^{\pm2\beta u}$, write

$$J_{r,l}=Jc(1\pm\delta),\qquad c=\cosh2\beta u,\qquad\delta=\tanh2\beta u .$$

The magnetic energy per cell is $Jc\,\varepsilon(\delta)$, where $\varepsilon$ belongs to exchanges $1\pm\delta$. For any fixed spin state the energy is linear in $\delta$. The ground energy is the minimum of these straight lines and is therefore concave. A one-site shift makes it even, so

$$\varepsilon(0)\ge\tfrac12[\varepsilon(\delta)+\varepsilon(-\delta)]=\varepsilon(\delta).$$

Because $\varepsilon<0$ and $c\ge1$, the magnetic energy at any $u$ is no higher than at $u=0$. The lattice opposes this with stiffness $K$ per cell:

$$e(u)=-J_rP_r-J_lP_l+\tfrac12Ku^2 .$$

Using $dJ_r/du=2\beta J_r$ and $dJ_l/du=-2\beta J_l$, and again the Hellmann–Feynman theorem,

$$e'(u)=Ku-2\beta(J_rP_r-J_lP_l).$$

Equilibrium requires $Ku=2\beta(J_rP_r-J_lP_l)$. The uniform ring is unstable if $K<K_c$, where $-K_c$ is the second derivative of the magnetic energy at $u=0$. In the example of (g), two wells at $\pm u_0$ then appear. The harmonic elastic term is meant for small displacements; at large $|u|$ the exponential exchange outgrows it. If the lattice is too soft, this happens before any well can form, and the model no longer gives a stable dimerized chain.

Two spin states show the role of correlations. Fully parallel spins have no exchange energy, and the lattice stays at $u=0$. Uncorrelated spins have $P_r=P_l=\tfrac14$ and magnetic energy $-\tfrac12J\cosh2\beta u$, which gives a threshold of just $2\beta^2J$. Antiferromagnetic correlations raise it in two ways. If both singlet weights stayed at their uniform-chain value $P_0$, the magnetic energy would be $-2JP_0\cosh2\beta u$ and the threshold $8\beta^2JP_0$, which exceeds $2\beta^2J$ when $P_0>\tfrac14$. For a lattice stiffer than this, the uniform chain is unstable only if the correlations also respond to the displacement.

## (f) Why can a field switch the polarization?

**Solution.** Inversion gives $e(-u)=e(u)$ and $p(-u)=-p(u)$, so the two wells have equal energy and opposite dipoles. To first order in field the energy is $e(u)-p(u)F$. Start at $u_0>0$, where $p<0$ in the case $z\le0$, and apply $F>0$. Stationary points obey

$$F=\frac{e'(u)}{p'(u)} .$$

Suppose $p$ decreases with $u$ there. Between 0 and $u_0$ both derivatives are negative, and the ratio is positive. Its maximum, $F_s$, is the largest field at which the initial well survives. Above it, the chain slides through $u=0$ into the well with $u<0$. When the field is removed it relaxes to $-u_0$ and keeps $p>0$. Reversing the field restores the first pattern.

This $F_s$ is for all cells moving together. Domain walls offer a path in which few cells move at once, so a real crystal may switch at a lower field. Their motion is not calculated here.

## (g) Evaluate the result for an ionic donor–acceptor stack.

Use $t=0.12$ eV, $U=3.0$ eV, $\Delta=1.8$ eV, $d=3.5$ Å, $\beta=2.0$ Å$^{-1}$, $K=2.0$ eV/Å$^2$ and an area of 60 Å$^2$ per chain. These are rough values in the regime of TTF-bromanil. The acceptor is site A: moving its extra electron to the donor B neutralizes both molecules at cost $U-\Delta$. Hence $z=-1$.

**Solution: dimerization.** The uniform exchange is

$$J=\frac{4(0.12)^2(3.0)}{3.0^2-1.8^2}=0.030\ \text{eV}.$$

The thresholds $K_c$ for rings of 8, 12 and 16 sites are 2.18, 2.79 and 3.34 eV/Å$^2$ in the limit of small displacement (the finite step of 0.004 Å used in the numerical output gives 3.32 for the last). All exceed $K$, and they grow with length; this trend is not a proof for the infinite chain. With uncorrelated spins the threshold would be $2(2.0)^2(0.030)=0.24$ eV/Å$^2$, too small to dimerize this lattice.

A 14-site ring has $u_0=0.044$ Å, and a 16-site ring gives a value about 1% larger. At $+u_0$ the 14-site results are $J_r=0.0358$ eV, $J_l=0.0252$ eV, $P_r=0.924$ and $P_l=0.439$. The two sides of the force balance agree:

$$2\beta(J_rP_r-J_lP_l)=4(0.0331-0.0110)=0.088\ \text{eV/Å}=Ku_0 .$$

Relative to the uniform-chain energy extrapolated to infinite length, the well is 0.0006 eV deep per cell.

**Solution: polarization.** The common factor in $q_b$ is

$$\frac{8(0.12)^2(3.0)(1.8)}{(5.76)^2}=0.01875 .$$

Multiplying by $e^{\pm2\beta u_0}$ and the singlet weights gives $q_r=0.0207$ and $q_l=0.0069$. For short A–B bonds, in units of $e$ Å,

$$p=-0.044-(0.0207\times3.456-0.0069\times3.544)\approx-0.091 .$$

The core part is $-0.044$ and the transfer part $-0.047$, so they contribute almost equally. Dividing by the cell volume, $7.0\times60=420$ Å$^3$, gives

$$P(+u_0)\approx-0.35\ \mu\text{C/cm}^2,\qquad P(-u_0)\approx+0.35\ \mu\text{C/cm}^2 .$$

At the same $u_0$, $z^*=0.047/0.044\approx1.07$. A chain with $z=+1$ would be so close to cancellation that the leading-order formula could not decide its sign.

**Solution: accuracy of the transfer formula.** It was tested on the full electron model with a six-site ring. On a ring of length $L$, position is not single-valued, so hops receive phases $e^{-i\kappa\,\delta x}$, where $\delta x$ is the electron displacement. The ground-state Berry phase as $\kappa$ runs from 0 to $2\pi/L$ gives the mean electron displacement. The result is $-0.0365\,e$ Å per cell at $+u_0$ and the opposite value at $-u_0$. The formula, with six-site spin correlations, gives $-0.0395\,e$ Å, an error of 8% relative to the full model. At one quarter of the hopping the error is 0.6%, as expected for neglected terms of higher order. At $\Delta=0$ the computed transfer dipole vanishes to rounding accuracy.

**Solution: switching and temperature.** The 14-site ring gives $F_s\approx0.6$ MV/cm. The potential drop per bond is then 1.7% of $U-\Delta$, so the field perturbs the virtual hops weakly. The value of $F_s$ still rises noticeably with ring length, so only its order of magnitude is meaningful. With one classical displacement shared by all cells, the uniform chain becomes stable above about 72 K on a 10-site ring, 75 K on a 12-site ring and 77 K on a 14-site ring, so the value still rises slowly with length (the finite step used in the numerical output lowers the first two by about 0.5 K). Within this approximation the polarized state is a low-temperature one. Thermal domain walls are left out; in an isolated chain they prevent long-range order at any nonzero temperature, so a real transition also needs coupling between chains.

**Comparison with the real case.** TTF-bromanil is an ionic stack with a spin-Peierls transition at roughly 50 K and a polarization of order 0.1 µC/cm$^2$. With these rough inputs the model gives a polarization a few times larger, so it illustrates the mechanism and does not predict the measured value. One insecure assumption is the static lattice. With rough molecular masses of 200 and 420 atomic mass units, the bare phonon energy is 0.008 eV, nearly half the calculated spin gap of 0.017 eV. The zero-point spread of $u$ in an independent cell is 0.044 Å, as large as $u_0$. The zero-point energy, half the phonon energy or 0.004 eV, is also well above the well depth of 0.0006 eV. Quantum motion of the lattice could therefore change the displacement substantially or even remove the dimerization. Neighbouring cells do not move independently, so this estimate cannot decide the matter. The core dipole changes in direct proportion to the displacement. The distance dependence of the intersite attraction, for a rough dielectric constant of 3, raises $q_r$ and lowers $q_l$ by about 3% each at fixed displacement and singlet weights, which changes the transfer part of the dipole by about 6%. It also makes the exchange more sensitive to distance, so once the lattice relaxes, $u_0$ and the polarization change by much more than this: with $K$ held fixed, the 14-site ring moves to $u_0\approx0.057$ Å and a polarization of magnitude 0.44 µC/cm$^2$. Molecular polarizability and coupling between chains are left out and have not been sized. The calculated field for uniform reversal is also too high: coercive fields in crystals of this kind are roughly kilovolts to tens of kilovolts per centimetre, at least about one order of magnitude below $F_s$. The remaining values are in the numerical output.

## Numbers as computed

```
inputs: t=0.12 eV, U=3.0 eV, Delta=1.8 eV, z=-1
inputs: d=3.5 A, beta=2.0 1/A, K=2.0 eV/A^2, area=60.0 A^2
charge-transfer costs U-Delta, U+Delta: 1.20, 4.80 eV
uniform exchange J: 0.03000 eV
uniform P extrapolated, ln 2: 0.69310, 0.69315
threshold stiffness, 8-site ring: 2.179 eV/A^2
threshold stiffness, 12-site ring: 2.786 eV/A^2
threshold stiffness, 16-site ring: 3.322 eV/A^2
equilibrium u, 14 and 16 sites: 0.04406, 0.04458 A
short and long bond lengths: 3.4559, 3.5441 A
exchange J_r, J_l at +u0: 0.03578, 0.02515 eV
singlet weights P_r, P_l at +u0: 0.9244, 0.4392
transferred electrons q_r, q_l: 0.02067, 0.00691
site charge on A after transfer: -0.9724 e
well depth per cell: 0.000599 eV
core part of dipole at +u0: -0.04406 e A
transfer part of dipole at +u0: -0.04698 e A
total dipole at +u0 (short A-B): -0.09103 e A
total dipole at -u0 (short B-A): 0.09103 e A
polarization at +u0: -0.3473 uC/cm^2
polarization at -u0: 0.3473 uC/cm^2
sign-reversal core charge z* at this u: 1.0662
coherent switching field: 0.005974 V/A = 0.597 MV/cm
6-site transfer dipole, formula at +u0: -0.03945 e A
6-site Berry dipole at +u0, -u0: -0.03654, 0.03654 e A
formula error at t: 7.98 percent
formula error at t/4: 0.60 percent
6-site Berry dipole at Delta=0: 1.4e-16 e A
spin gap at u0, 14 sites: 0.01702 eV
uniform chain stable above, 10 sites: 71.0 K
uniform chain stable above, 12 sites: 74.7 K
rough masses A, B: 420, 200 atomic mass units
bare phonon energy: 0.00786 eV
zero-point spread of u in one cell: 0.0443 A
intersite attraction, dielectric constant 3: 1.371 eV
its change for a shift u0: 0.0173 eV
resulting change of q: 2.88 percent
field drop per bond/(U-Delta): 0.0174
```
